**Elastic stability conditions tested on symmetry-averaged random matrices**

The program tests the necessary and sufficient conditions for positive strain energy at zero stress in the hexagonal, tetragonal and rhombohedral Laue classes. Here $C_{ij}$ are the elastic constants, $s=C_{11}+C_{12}$, $D=C_{11}-C_{12}$ and $r^2=C_{14}^2+C_{15}^2$; every class needs $s>0$, $sC_{33}>2C_{13}^2$ and $D>0$, with further conditions such as $DC_{66}>2C_{16}^2$ (tetragonal II) and $DC_{44}>2r^2$ (rhombohedral II). For each of six rotation groups, 6000 random matrices are averaged over the group operations. The program asserts that their patterns, numbers of independent constants and eigenvalues agree with the derived forms, and that the inequalities give the same verdict as numerical diagonalization for every sample. It also finds, for each inequality, samples in which that one alone fails, so none is redundant. Further assertions cover the relaxed shear modulus, the soft strain and its energy, and the removal of $C_{15}$ or $C_{16}$ by turning the axes. In the rhombohedral example, $C_{14}=32$ GPa and $C_{15}=24$ GPa are each allowed alone but together give a lowest modulus of $-10.62$ GPa. In the tetragonal example, stability is lost between $C_{16}=25$ and $30$ GPa, on either side of the derived limit of $28.28$ GPa.

## Verification by program

```python
"""Elastic stability of hexagonal, tetragonal and rhombohedral crystals.

Result under test: at zero stress the strain energy U = 1/2 sum C_ij eta_i eta_j
is positive for every nonzero strain if and only if, with s = C11+C12, D = C11-C12,
    s > 0,  s*C33 > 2*C13^2,  D > 0,  and
    hexagonal:        C44 > 0
    tetragonal I:     C44 > 0, C66 > 0
    tetragonal II:    C44 > 0, D*C66 > 2*C16^2
    rhombohedral I:   D*C44 > 2*C14^2
    rhombohedral II:  D*C44 > 2*(C14^2 + C15^2).
eta = (e11, e22, e33, 2*e23, 2*e13, 2*e12); z is the main rotation axis.
The normalized matrix M acts on (e11, e22, e33, sqrt2*e23, sqrt2*e13, sqrt2*e12),
so its eigenvalues are moduli for strains of unit tensor norm.
"""
import numpy as np
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
ROOT2 = np.sqrt(2.0)
SCALE = np.array([1, 1, 1, ROOT2, ROOT2, ROOT2])
SCALE2 = np.outer(SCALE, SCALE)          # M = C * SCALE2
BASIS = np.zeros((6, 3, 3))              # orthonormal symmetric tensors
for k, (i, j) in enumerate([(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]):
    BASIS[k, i, j] = BASIS[k, j, i] = 1.0 if i == j else 1 / ROOT2


def turn_axes(phi):
    """Components in axes turned by phi about z."""
    c, s = np.cos(phi), np.sin(phi)
    return np.array([[c, s, 0], [-s, c, 0], [0, 0, 1.0]])


def strain_map(rot):
    """6x6 orthogonal matrix of e -> rot e rot^T in the normalized basis."""
    return np.einsum('kij,ia,lab,jb->kl', BASIS, rot, BASIS, rot)


TWOFOLD_X = np.diag([1.0, -1.0, -1.0])


def group(order, dihedral):
    turns = [turn_axes(2 * np.pi * k / order) for k in range(order)]
    return turns + ([t @ TWOFOLD_X for t in turns] if dihedral else [])


def beta_gamma(e):
    """Complex in-plane shear and out-of-plane shear coordinates."""
    beta = (e[0, 0] - e[1, 1]) / ROOT2 + 1j * ROOT2 * e[0, 1]
    gamma = ROOT2 * (e[0, 2] + 1j * e[1, 2])
    return beta, gamma


def voigt(c):
    """Elastic matrix from named constants (scalars or arrays)."""
    out = np.zeros(np.shape(c['11']) + (6, 6))
    entries = {'11': c['11'], '22': c['11'], '12': c['12'], '13': c['13'],
               '23': c['13'], '33': c['33'], '44': c['44'], '55': c['44'],
               '66': c['66'], '14': c['14'], '24': -c['14'], '56': c['14'],
               '15': c['15'], '25': -c['15'], '46': -c['15'],
               '16': c['16'], '26': -c['16']}
    for name, value in entries.items():
        i, j = int(name[0]) - 1, int(name[1]) - 1
        out[..., i, j] = value
        out[..., j, i] = value
    return out


def two_by_two(a, b, off):
    root = np.sqrt(((a - b) / 2)**2 + off**2)
    return [(a + b) / 2 - root, (a + b) / 2 + root]


def closed_moduli(c, tetragonal):
    s, D = c['11'] + c['12'], c['11'] - c['12']
    vals = two_by_two(s, c['33'], ROOT2 * c['13'])
    if tetragonal:
        vals += two_by_two(D, 2 * c['66'], 2 * c['16'])
        vals += [2 * c['44'], 2 * c['44']]
    else:
        r = np.sqrt(c['14']**2 + c['15']**2)
        vals += 2 * two_by_two(D, 2 * c['44'], 2 * r)
    return np.sort(np.stack(vals, axis=-1), axis=-1)


def conditions(c, name):
    s, D = c['11'] + c['12'], c['11'] - c['12']
    common = [s > 0, s * c['33'] > 2 * c['13']**2, D > 0]
    special = {
        'hexagonal': [c['44'] > 0],
        'tetragonal I': [c['44'] > 0, c['66'] > 0],
        'tetragonal II': [c['44'] > 0, D * c['66'] > 2 * c['16']**2],
        'rhombohedral I': [D * c['44'] > 2 * c['14']**2],
        'rhombohedral II': [D * c['44'] > 2 * (c['14']**2 + c['15']**2)]}
    return np.array(common + special[name])


# --- transformation of the shear coordinates under rotations ---
e = rng.normal(size=(3, 3))
e = e + e.T
b0, g0 = beta_gamma(e)
R = turn_axes(0.37)
b1, g1 = beta_gamma(R @ e @ R.T)
assert abs(b1 - np.exp(-0.74j) * b0) < 1e-12
assert abs(g1 - np.exp(-0.37j) * g0) < 1e-12
b2, g2 = beta_gamma(TWOFOLD_X @ e @ TWOFOLD_X)
assert abs(b2 - np.conj(b0)) < 1e-12 and abs(g2 + np.conj(g0)) < 1e-12
norm2 = (e[0, 0] + e[1, 1])**2 / 2 + e[2, 2]**2 + abs(b0)**2 + abs(g0)**2
assert abs(norm2 - np.sum(e**2)) < 1e-11

# --- random elastic matrices averaged over the true rotation groups ---
SAMPLES = 6000
cases = [('hexagonal', 6, False, []), ('hexagonal', 6, True, []),
         ('tetragonal I', 4, True, ['66']),
         ('tetragonal II', 4, False, ['66', '16']),
         ('rhombohedral I', 3, True, ['14']),
         ('rhombohedral II', 3, False, ['14', '15'])]
print("Random test of the conditions,", SAMPLES, "matrices per group")
for name, order, dihedral, extra in cases:
    X = rng.normal(size=(SAMPLES, 6, 6))
    raw = (X + X.transpose(0, 2, 1)) / 2 + 0.3 * np.eye(6)
    maps = [strain_map(g) for g in group(order, dihedral)]
    M = sum(Q @ raw @ Q.T for Q in maps) / len(maps)
    C = M / SCALE2
    c = {n: C[:, int(n[0]) - 1, int(n[1]) - 1]
         for n in ['11', '12', '13', '33', '44'] + extra}
    for n in ['14', '15', '16']:
        c.setdefault(n, np.zeros(SAMPLES))
    c.setdefault('66', (c['11'] - c['12']) / 2)
    assert np.allclose(voigt(c), C, atol=1e-12)          # matrix pattern
    n_const = np.linalg.matrix_rank(M[:80].reshape(80, 36), tol=1e-9)
    assert n_const == 5 + len(extra)
    assert np.allclose(np.linalg.eigvalsh(M),
                       closed_moduli(c, order == 4), atol=1e-10)
    positive = np.linalg.eigvalsh(C)[:, 0] > 0
    cond = conditions(c, name)
    assert np.array_equal(cond.all(axis=0), positive)
    assert 0 < positive.sum() < SAMPLES
    only_one = [int(np.sum(~cond[i] & (cond.sum(axis=0) == len(cond) - 1)))
                for i in range(len(cond))]
    assert min(only_one) > 0                             # none is redundant
    label = name + (" + twofold x" if dihedral else "")
    print(f"{label}: constants {n_const}, conditions {len(cond)}, "
          f"stable {positive.sum()}, fewest sole failures {min(only_one)}")

# --- worked examples, elastic constants in GPa ---
hartree = physical_constants['Hartree energy'][0]
bohr = physical_constants['Bohr radius'][0]
au_in_gpa = hartree / bohr**3 / 1e9
print(f"1 hartree/bohr^3 = {au_in_gpa:.1f} GPa")
base = {'11': 120.0, '12': 40.0, '13': 30.0, '33': 100.0, '44': 30.0,
        '66': 40.0, '14': 0.0, '15': 0.0, '16': 0.0}
s, D = base['11'] + base['12'], base['11'] - base['12']
print("Common inputs (GPa): " + ", ".join(
    f"C{n}={base[n]:.0f}" for n in ['11', '12', '13', '33', '44']))
print(f"s = {s:.0f} GPa, D = {D:.0f} GPa")
print(f"s*C33 = {s*base['33']:.0f} GPa^2, 2*C13^2 = {2*base['13']**2:.0f} GPa^2")
print(f"Rhombohedral C66 = D/2 = {D/2:.0f} GPa")
assert base['66'] == D / 2
r_limit = np.sqrt(D * base['44'] / 2)
print(f"Rhombohedral limit: r^2 < {D*base['44']/2:.0f} GPa^2, r < {r_limit:.2f} GPa")

for c14, c15, expected in [(20.0, 15.0, True), (32.0, 24.0, False)]:
    c = dict(base, **{'14': c14, '15': c15})
    C = voigt(c)
    moduli = np.linalg.eigvalsh(C * SCALE2)
    assert np.allclose(moduli, closed_moduli(c, False), atol=1e-9)
    stable = bool(conditions(c, 'rhombohedral II').all())
    assert stable == (moduli[0] > 0) == expected
    r = np.hypot(c14, c15)
    relaxed = c['44'] - 2 * r**2 / D
    assert abs(1 / np.linalg.inv(C)[3, 3] - relaxed) < 1e-9
    # completed-square form of the energy against the direct double sum
    e = rng.normal(size=(3, 3))
    e = e + e.T
    eta = np.array([e[0, 0], e[1, 1], e[2, 2], 2*e[1, 2], 2*e[0, 2], 2*e[0, 1]])
    b, g = beta_gamma(e)
    a = np.array([(e[0, 0] + e[1, 1]) / ROOT2, e[2, 2]])
    block = np.array([[s, ROOT2 * c['13']], [ROOT2 * c['13'], c['33']]])
    square = (a @ block @ a / 2 + relaxed * abs(g)**2
              + D / 2 * abs(b + 2 * (c15 + 1j * c14) * np.conj(g) / D)**2)
    assert abs(square - eta @ C @ eta / 2) < 1e-8
    print(f"Rhombohedral II, C14={c14:.0f}, C15={c15:.0f} GPa: r={r:.2f} GPa, "
          f"r^2={r*r:.0f} GPa^2, stable={stable}")
    print("  six moduli (GPa): " + ", ".join(f"{m:.2f}" for m in moduli))
    print(f"  relaxed shear modulus 1/S44 = {relaxed:.3f} GPa")

# each constant of the unstable pair is harmless when it stands alone
for single in [{'14': c14}, {'15': c15}]:
    alone = np.linalg.eigvalsh(voigt(dict(base, **single)) * SCALE2)[0]
    assert alone > 0
    key = list(single)[0]
    print(f"  with C{key}={single[key]:.0f} GPa alone: lowest modulus {alone:.2f} GPa")

# soft strain of the unstable crystal, chosen with zero in-plane e12
soft = two_by_two(D, 2 * c['44'], 2 * r)[0]
amplitude = 0.01
ratio = (soft - D) / (2 * r)
b_part = amplitude / np.sqrt(1 + ratio**2)
c4_part, c5_part = b_part * ratio * c14 / r, b_part * ratio * c15 / r
eta = np.array([b_part / ROOT2, -b_part / ROOT2, 0,
                ROOT2 * c4_part, ROOT2 * c5_part, 0])
energy = eta @ C @ eta / 2
assert abs(energy - soft * amplitude**2 / 2) < 1e-12
assert np.allclose((C * SCALE2) @ (eta / SCALE), soft * eta / SCALE, atol=1e-10)
print(f"  soft modulus {soft:.3f} GPa = {soft/au_in_gpa:.3e} hartree/bohr^3")
print(f"  soft strain of norm {amplitude}: e11=-e22={eta[0]:.6f}, "
      f"e23={eta[3]/2:.6f}, e13={eta[4]/2:.6f}")
print(f"  its energy density {energy*1e6:.1f} kJ/m^3")

# turned axes remove C15 and keep r
phi = -np.arctan2(c15, c14) / 3
Q = strain_map(turn_axes(phi))
turned = Q @ (C * SCALE2) @ Q.T / SCALE2
assert abs(turned[0, 4]) < 1e-10 and abs(turned[0, 3] - r) < 1e-10
print(f"  axes turned by {np.degrees(phi):.3f} deg: C14'={turned[0,3]:.2f} GPa, "
      f"|C15'| below 1e-10 GPa")
Q = strain_map(turn_axes(0.23))
general = Q @ (C * SCALE2) @ Q.T / SCALE2
assert abs(general[0, 3] + 1j * general[0, 4]
           - (c14 + 1j * c15) * np.exp(0.69j)) < 1e-10

# tetragonal II on both sides of the limit
c66 = 20.0
print(f"Tetragonal II, C66={c66:.0f} GPa: limit C16^2 < {D*c66/2:.0f} GPa^2, "
      f"|C16| < {np.sqrt(D*c66/2):.2f} GPa")
for c16, expected in [(25.0, True), (30.0, False)]:
    c = dict(base, **{'66': c66, '16': c16})
    M = voigt(c) * SCALE2
    moduli = np.linalg.eigvalsh(M)
    assert np.allclose(moduli, closed_moduli(c, True), atol=1e-9)
    stable = bool(conditions(c, 'tetragonal II').all())
    assert stable == (moduli[0] > 0) == expected
    phi = np.arctan2(4 * c16, D - 2 * c66) / 4
    Q = strain_map(turn_axes(phi))
    turned = Q @ M @ Q.T / SCALE2
    assert abs(turned[0, 5]) < 1e-10
    low, high = two_by_two(D, 2 * c66, 2 * c16)
    assert abs(2 * turned[5, 5] - low) < 1e-9
    assert abs(turned[0, 0] - turned[0, 1] - high) < 1e-9
    print(f"  C16={c16:.0f} GPa: C16^2={c16**2:.0f} GPa^2, stable={stable}")
    print("    six moduli (GPa): " + ", ".join(f"{m:.2f}" for m in moduli))
    print(f"    axes turned by {np.degrees(phi):.3f} deg: C11'={turned[0,0]:.3f}, "
          f"C12'={turned[0,1]:.3f}, C66'={turned[5,5]:.3f} GPa")
print(f"  soft modulus at C16={c16:.0f} GPa: {low:.3f} GPa = "
      f"{low/au_in_gpa:.3e} hartree/bohr^3")

print("finished without a failed check")
```

It prints:

```
Random test of the conditions, 6000 matrices per group
hexagonal: constants 5, conditions 4, stable 647, fewest sole failures 201
hexagonal + twofold x: constants 5, conditions 4, stable 636, fewest sole failures 211
tetragonal I + twofold x: constants 6, conditions 5, stable 403, fewest sole failures 116
tetragonal II: constants 7, conditions 5, stable 247, fewest sole failures 81
rhombohedral I + twofold x: constants 6, conditions 4, stable 436, fewest sole failures 74
rhombohedral II: constants 7, conditions 4, stable 303, fewest sole failures 50
1 hartree/bohr^3 = 29421.0 GPa
Common inputs (GPa): C11=120, C12=40, C13=30, C33=100, C44=30
s = 160 GPa, D = 80 GPa
s*C33 = 16000 GPa^2, 2*C13^2 = 1800 GPa^2
Rhombohedral C66 = D/2 = 40 GPa
Rhombohedral limit: r^2 < 1200 GPa^2, r < 34.64 GPa
Rhombohedral II, C14=20, C15=15 GPa: r=25.00 GPa, r^2=625 GPa^2, stable=True
  six moduli (GPa): 19.01, 19.01, 78.04, 120.99, 120.99, 181.96
  relaxed shear modulus 1/S44 = 14.375 GPa
Rhombohedral II, C14=32, C15=24 GPa: r=40.00 GPa, r^2=1600 GPa^2, stable=False
  six moduli (GPa): -10.62, -10.62, 78.04, 150.62, 150.62, 181.96
  relaxed shear modulus 1/S44 = -10.000 GPa
  with C14=32 GPa alone: lowest modulus 5.22 GPa
  with C15=24 GPa alone: lowest modulus 20.97 GPa
  soft modulus -10.623 GPa = -3.611e-04 hartree/bohr^3
  soft strain of norm 0.01: e11=-e22=0.004680, e23=-0.004241, e13=-0.003181
  its energy density -531.1 kJ/m^3
  axes turned by -12.290 deg: C14'=40.00 GPa, |C15'| below 1e-10 GPa
Tetragonal II, C66=20 GPa: limit C16^2 < 800 GPa^2, |C16| < 28.28 GPa
  C16=25 GPa: C16^2=625 GPa^2, stable=True
    six moduli (GPa): 6.15, 60.00, 60.00, 78.04, 113.85, 181.96
    axes turned by 17.050 deg: C11'=136.926, C12'=23.074, C66'=3.074 GPa
  C16=30 GPa: C16^2=900 GPa^2, stable=False
    six moduli (GPa): -3.25, 60.00, 60.00, 78.04, 123.25, 181.96
    axes turned by 17.891 deg: C11'=141.623, C12'=18.377, C66'=-1.623 GPa
  soft modulus at C16=30 GPa: -3.246 GPa = -1.103e-04 hartree/bohr^3
finished without a failed check
```
